# Zero-temperature Fermi level of a weakly compensated donor band

## 1. Definitions and conventions

A semiconductor contains donors of density $N$ and acceptors of density $KN$, with compensation $K\ll1$. Each acceptor has taken one electron from the donors and is a fixed charge $-e$. Donors are either neutral or singly ionized, with charge $+e$. All sites are placed independently and at random. The donor orbitals are taken as points that do not overlap, so the only interaction is the Coulomb interaction in a medium of permittivity $\varepsilon$.

Electron energies are measured upward from the level of an isolated donor. The Fermi level $\mu$ is the zero-temperature limit of the chemical potential on this scale. The natural units are

$$E_N=\frac{e^2N^{1/3}}{4\pi\varepsilon},\qquad \ell=N^{-1/3}.$$

In these units $N=1$ and two unit charges at distance $r$ interact with energy $\pm1/r$. Two further quantities are

$$r_\mu=\frac1\mu,\qquad x=\frac{4\pi}{3}Nr_\mu^3=\frac{4\pi}{3\mu^3}.$$

An acceptor raises the electron level of a donor at distance $r$ by $1/r$, so $r_\mu$ is the distance at which this level equals $\mu$. The number $x$ is the mean count of donors within $r_\mu$.

A $k$-complex is an acceptor together with $k$ ionized donors that belong to it. Its charge is $(k-1)e$. The result derived below is

$$\mu=\left(\frac{4\pi}{3x}\right)^{1/3}E_N,\qquad e^{-x}=a x^2,\qquad a=\frac{915}{64}-\frac{165}{8}\ln2, \tag{1}$$

which gives $\mu\approx0.99\,E_N$. It treats acceptors as independent, which is the limit $K\to0$, and replaces the probability of a 2-complex by the mean number of stable donor pairs. Section 5 removes the second approximation and section 6 examines the first.

## 2. Ground state of one acceptor

Ionizing a donor moves its electron from the donor level, at energy zero, to the reservoir at $\mu$. This costs $\mu$. The positive donor then gains $1/r_i$ from the acceptor and is repelled by the other ionized donors. For a set $S$ of ionized donors the energy relative to no ionization is

$$\Omega(S)=\sum_{i\in S}\left(\mu-\frac1{r_i}\right)+\sum_{i<j\in S}\frac1{r_{ij}}. \tag{2}$$

The ground state minimizes $\Omega$ over all sets.

**No complex has three or more ionized donors.** Let $S$ be a ground state with $n$ members. Returning an electron to donor $i$ must not lower the energy, so

$$\frac1{r_i}\ge\mu+\sum_{j\ne i}\frac1{r_{ij}}.$$

Multiply by $r_i$ and use the triangle inequality $r_{ij}\le r_i+r_j$:

$$1\ge\mu r_i+\sum_{j\ne i}\frac{r_i}{r_i+r_j}.$$

Now sum over $i$. Each pair contributes $(r_i+r_j)/(r_i+r_j)=1$, hence

$$n\ge\mu\sum_i r_i+\frac{n(n-1)}2 .$$

For $\mu>0$ this requires $n>n(n-1)/2$, or $n<3$. The possible charges are therefore $-1$, $0$ and $+1$. As a test, all subsets were enumerated for 15,000 random clusters of seven donors with $\mu=0$, where ionization is easiest. The largest ground state had two ionized donors.

**Neutrality.** Let $P_k$ be the probability that an acceptor is the centre of a $k$-complex. For $K\to0$ the acceptors are far apart and their complexes are independent. Donors far from any acceptor are neutral because $\mu>0$. The total charge vanishes when

$$P_0(\mu)=P_2(\mu). \tag{3}$$

The 1-complexes are neutral and drop out of this balance, although they are by far the largest group. The Fermi level is fixed by the two rare classes: acceptors with no donor close enough, and acceptors with two donors well placed.

**Probability of a 0-complex.** If some donor has $r_i<r_\mu$, ionizing it alone gives $\Omega=\mu-1/r_i<0$, so the empty set is not the ground state. If no donor lies within $r_\mu$, every term in (2) is non-negative and the empty set wins. A 0-complex is thus an acceptor whose sphere of radius $r_\mu$ contains no donor. For random donors with mean count $x$,

$$P_0=e^{-x}. \tag{4}$$

## 3. Stable pairs

For two donors, (2) gives

$$\Omega(\{1,2\})=2\mu-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}}.$$

The pair is stable if it lies below both single ionizations. Subtracting $\Omega(\{1\})$ and $\Omega(\{2\})$ in turn gives

$$\frac1{r_2}>\mu+\frac1{r_{12}},\qquad \frac1{r_1}>\mu+\frac1{r_{12}}. \tag{5}$$

Adding these gives $\Omega(\{1,2\})<-1/r_{12}<0$, so the pair also lies below the empty set.

From here to the end of this section, lengths are in units of $r_\mu$, which sets $\mu=1$ in (5). Let $R$ be the larger and $s$ the smaller of the two donor distances. The condition on the farther donor is the stricter one:

$$\frac1{r_{12}}<\frac1R-1\quad\Longrightarrow\quad r_{12}>d,\qquad d=\frac{R}{1-R}. \tag{6}$$

Since $r_{12}\le R+s$, this needs $s>d-R=R^2/(1-R)$. Together with $s\le R$ it requires $R/(1-R)<1$, so $R<1/2$. Both donors lie within half of $r_\mu$.

Let $u$ be the cosine of the angle between the donors, seen from the acceptor. Then $r_{12}^2=R^2+s^2-2Rsu$, and (6) becomes

$$u<u_*=\frac{R^2+s^2-d^2}{2Rs}.$$

For random directions $u$ is uniform on $[-1,1]$. The limits on $s$ ensure $u_*\ge-1$, while $d\ge R\ge R-s$ ensures $u_*\le1$. The allowed fraction of angles is

$$f=\frac{1+u_*}{2}=\frac{(R+s)^2-d^2}{4Rs}. \tag{7}$$

The mean number of stable pairs is the integral of $(4\pi N)^2R^2s^2f$ over $R$ and $s$. Naming the donors by distance counts each pair once, so no factor $1/2$ appears. In units of $r_\mu$ the donor density is $3x/(4\pi)$, and $(4\pi)^2N^2$ becomes $9x^2$. The mean number is therefore $ax^2$ with

$$a=9\int_0^{1/2}\!dR\,R^2\int_{R^2/(1-R)}^{R}\!ds\,s^2f
=\frac94\int_0^{1/2}\!dR\,R\int_{R^2/(1-R)}^{R}\!ds\,s\left[(R+s)^2-d^2\right].$$

Set $s=R\sigma$ and $t=1/(1-R)$, so that $d=Rt$. The lower limit becomes $\sigma=R/(1-R)=t-1$. The factors of $R$ combine to $R^5$, leaving

$$G(t)=\int_{t-1}^{1}\sigma\left[(1+\sigma)^2-t^2\right]d\sigma
=\left[\frac{(1-t^2)\sigma^2}{2}+\frac{2\sigma^3}{3}+\frac{\sigma^4}{4}\right]_{t-1}^{1}.$$

At the upper limit the bracket is $17/12-t^2/2$. At the lower limit put $w=t-1$, for which $1-t^2=-w(w+2)$. The bracket is then

$$-\frac{w^4}{2}-w^3+\frac{2w^3}{3}+\frac{w^4}{4}=-\frac{w^3}{3}-\frac{w^4}{4}.$$

Subtracting and expanding in $t$,

$$G=\frac{17}{12}-\frac{t^2}{2}+\frac{(t-1)^3}{3}+\frac{(t-1)^4}{4}
=\frac{t^4}{4}-\frac{2t^3}{3}+\frac43 ,$$

where the terms in $t$ and $t^2$ cancel. At $R=1/2$, where $t=2$, this gives $G=0$, as it must at the edge of the allowed region.

It remains to integrate $R^5G$. With $v=1-R$ define

$$J_k=\int_{1/2}^{1}\frac{(1-v)^5}{v^k}\,dv,\qquad (1-v)^5=1-5v+10v^2-10v^3+5v^4-v^5 .$$

Term by term,

$$J_3=\frac32-5+10\ln2-5+\frac{15}{8}-\frac7{24}=10\ln2-\frac{83}{12},$$

$$J_4=\frac73-\frac{15}{2}+10-10\ln2+\frac52-\frac38=\frac{167}{24}-10\ln2 .$$

Since $\int_0^{1/2}R^5dR=1/384$,

$$a=\frac94\left[\frac1{288}-\frac23J_3+\frac14J_4\right]
=\frac94\left[\frac{305}{48}-\frac{55}{6}\ln2\right]
=\frac{915}{64}-\frac{165}{8}\ln2=7.144\times10^{-4}. \tag{8}$$

The two terms in (8) nearly cancel. The subtraction loses about four digits, so the logarithm must be kept to that many more digits than are wanted in $a$. Quadrature of the double integral gives the same value to all printed digits. Direct sampling of condition (5) gives $(7.09\pm0.03)\times10^{-4}$, which is 1.7 standard errors lower.

The smallness of $a$ is geometric. Both donors must be close to the acceptor yet far from each other. In the sampled stable pairs the mean donor distance is $0.34\,r_\mu$ and the mean angle between the donors is $139^\circ$.

## 4. The Fermi level from pair counting

Replacing $P_2$ by $ax^2$ in (3) gives $e^{-x}=ax^2$. The left side falls with $x$ and the right side rises, so there is one positive root. Taking logarithms gives a convenient iteration,

$$x\leftarrow-\ln a-2\ln x ,$$

whose error is multiplied near the root by $-2/x\approx-0.46$ per step. It converges to $x=4.318$, where $P_0=0.0133$. Then

$$\frac{\mu}{E_N}=\left(\frac{4\pi}{3\times4.318}\right)^{1/3}=0.990 .$$

In ordinary units,

$$\mu\approx0.99\,\frac{e^2N^{1/3}}{4\pi\varepsilon}. \tag{9}$$

The sign follows from the acceptor charge: an electron on a donor near a negative acceptor has a higher energy. For acceptors weakly compensated by donors, all charges are reversed. The Fermi level then lies below the isolated acceptor level by the same amount, within the same model.

The result is insensitive to errors in the probabilities. From $x\propto\mu^{-3}$,

$$\frac{d\ln P_0}{d\ln\mu}=3x,\qquad \frac{d\ln(ax^2)}{d\ln\mu}=-6 .$$

If the true $P_2$ is $ax^2$ times a factor $q$ near one, the balance shifts by

$$\delta\ln\mu\approx\frac{\ln q}{3x+6}=\frac{\ln q}{18.95}. \tag{10}$$

## 5. Removing the pair-counting approximation

Every 2-complex contains a stable pair, so $P_2$ cannot exceed the mean number of such pairs, $ax^2$. It can be smaller for two reasons. One acceptor may have several stable pairs, of which one is realized. Also, a third donor very close to the acceptor may make a 1-complex lower in energy than the pair. Since $P_0$ rises and $P_2$ falls with $\mu$, equation (9) is an upper bound for independent acceptors.

The full problem has a simple form for implementation. Let $r_1$ now be the distance of the nearest donor, and define for each acceptor

$$A=\frac1{r_1},\qquad B=\max_{i<j}\left(\frac1{r_i}+\frac1{r_j}-\frac1{r_{ij}}\right)-A. \tag{11}$$

The lowest energies with zero, one and two ionized donors are $0$, $\mu-A$ and $2\mu-A-B$. Because $1/r_i$ and $1/r_j$ are at most $A$, and the repulsion is positive, $B<A$. The ground state is therefore a 0-complex for $\mu>A$, a 1-complex for $B<\mu<A$, and a 2-complex for $\mu<B$.

These are two electron levels per acceptor. A 0-complex has both filled, a 1-complex has the lower one filled, and a 2-complex has neither. Neutrality means one electron per acceptor on average, so half of all levels are filled:

$$\mu=\operatorname{median}\{A_1,B_1,A_2,B_2,\ldots\}. \tag{12}$$

The eight nearest donors suffice. Members of a 2-complex lie within $r_\mu/2$, where the mean count is $x/8=0.54$, and the chance of more than eight donors there is below $10^{-8}$.

For 300,000 sampled acceptors, (12) gives

$$\mu=(0.978\pm0.001)\,E_N .$$

The error is the statistical standard error. Pair counting is thus about 1% too high. The size agrees with (10). At the pair-counting Fermi level the levels give $P_2=0.0106$ instead of $0.0133$, so $\ln q=-0.23$ and $\delta\ln\mu=-0.012$. The enumeration described below gives $P_2=0.0110$ and hence $\delta\ln\mu=-0.010$, which corresponds to $\mu=0.980\,E_N$. Only donors within $r_\mu/2$ decide whether a 2-complex forms, and summing over their Poisson-distributed number gives the sharper values $P_2=0.0112$ and $\mu=0.981\,E_N$. The sampled 0.978 is about two standard errors low, so only its rounded value $\mu\approx0.98\,E_N$ should be relied on.

A separate test enumerated ground states for 150,000 acceptors at the same $\mu$, allowing up to four ionized donors. The fractions with zero, one and two ionized donors were 0.0131, 0.9758 and 0.0110, and no larger complex occurred. The first agrees with (4) and the third with the level construction, within sampling error.

## 6. Finite compensation

At finite $K$ the charged complexes create a random potential. Let $U$ be the potential energy of a unit positive charge. It lowers the electron levels by $U$, which acts like a local Fermi level $\mu+U$. The net negative charge per acceptor is $P_0-P_2$, and its response is

$$\chi=\frac{d(P_0-P_2)}{d\mu}=\frac{3xP_0+6P_2}{\mu}=\frac{3P_0(x+2)}{\mu},$$

using pair counting and $P_2=P_0$ at balance. For a source density $\rho_0$, Poisson's equation in reduced units reads $\nabla^2U=-4\pi(\rho_0-K\chi U)$. A point source is then screened as $e^{-r/r_s}/r$ with

$$r_s^{-2}=4\pi K\chi .$$

Independent unit charges of density $2P_0K$ produce the variance

$$\langle U^2\rangle=2P_0K\int_0^\infty4\pi r^2\,\frac{e^{-2r/r_s}}{r^2}\,dr=4\pi KP_0r_s . \tag{13}$$

Since $r_s\propto K^{-1/2}$, the rms potential scales as $K^{1/4}$. It vanishes for $K\to0$, but slowly. Linear screening also needs many charged complexes within a sphere of radius $r_s$. Their number scales as $K\,r_s^3\propto K^{-1/2}$ and is only 0.19 at $K=0.01$ and 1.9 at $K=10^{-4}$. Equation (13) is therefore an order-of-magnitude estimate at both values, and close agreement with it in the table below does not establish linear screening.

A simulation avoids the linear approximation. It gives each acceptor the levels (11), lets the complexes interact as point charges through $1/\sqrt{r^2+r_\mu^2}$, and moves electrons between complexes until none of the transfers tried lowers the energy. This need not be the global minimum. The potential $U$ in the table is that of the net charges only, softened at short distance. The dipoles of the neutral complexes are left out, although their potential is not small at $K=0.01$ (section 7). Each acceptor is also given its own donors. In a real sample with $K=0.01$ an acceptor has on average $8Kx=0.35$ other acceptors within $2r_\mu$, so some acceptors compete for the same donors. Averages over four samples of 2500 acceptors are:

| $K$ | shift of $\mu$ ($E_N$) | rms $U$ ($E_N$) | rms from (13) ($E_N$) | $P_0$ |
|---|---|---|---|---|
| $10^{-2}$ | $-0.028$ | 0.125 | 0.097 | 0.029 |
| $10^{-4}$ | $-0.004$ | 0.031 | 0.031 | 0.014 |

The shift is taken relative to the same acceptors without interaction; its statistical error is a few thousandths of $E_N$. It decreases with $K$, which supports the independent-acceptor limit. Without interaction, (4) at the Fermi level $0.978$ of the levels (11) gives $P_0=0.0114$. At $K=0.01$ the simulated fraction of 0-complexes is about two and a half times this value, while $\mu$ moves by only 2 to 3%. The shift is insensitive to the details of the simulation, but the rms potential and $P_0$ at $K=0.01$ are not. Trying all transfers in boxes of 1000 acceptors gives 0.15 and 0.036, and halving the softening length raises them to 0.23 and 0.045. An implementation that needs the number of charged centres should therefore not take it from (4) at this compensation.

## 7. Worked example

The inputs are rough values in the regime of phosphorus-doped silicon: relative permittivity 12, $N=10^{16}\ \mathrm{cm^{-3}}$, $K=0.01$, donor depth 45 meV, and transverse and longitudinal masses of 0.19 and 0.92 electron masses. The temperature is 1 K.

The density is $10^{-5}\ \mathrm{nm^{-3}}$, so $N^{-1/3}=46.4$ nm. With $e^2/(4\pi\varepsilon)=120$ meV nm,

$$E_N=\frac{120}{46.42}=2.585\ \mathrm{meV},\qquad
\mu=0.990\times2.585=2.56\ \mathrm{meV}.$$

This equals $k_B$ times 29.7 K. With this value, which holds for $K\to0$, the Fermi level lies $45-2.56=42.4$ meV below the conduction band. The corrections at $K=0.01$ are discussed below. The length $r_\mu$ is $46.42/0.990=46.9$ nm, and the mean donor distance in a stable pair is 15.8 nm. The level construction (12) lowers $\mu$ to 2.53–2.54 meV.

**Interactions between complexes.** The simulated shift is $-0.07$ meV, about 3% of $\mu$. The simulation omits the dipoles of the neutral complexes. With the median nearest-donor distance $r=25.5$ nm and an acceptor spacing $R_A=(3/4\pi K)^{1/3}N^{-1/3}=134$ nm, one such dipole gives a potential of about $120\,r/R_A^2=0.17$ meV. This is comparable with the rms potential of 0.25 meV from (13). Its effect on $\mu$ has not been calculated.

**Temperature.** A neutral donor has two spin states and an ionized donor has one. Ionizing a donor at distance $r$ therefore carries the weight

$$\tfrac12e^{(1/r-\mu)/k_BT}=e^{(1/r-\mu-k_BT\ln2)/k_BT},$$

and each further ionized donor brings the same factor $1/2$. Spin thus lowers $\mu$ by $k_BT\ln2=0.0862\times0.693=0.060$ meV relative to the spinless problem. The full Boltzmann sum gives a total shift of $-0.061$ meV, with a sampling error of about 0.003 meV. The remainder is small because two effects cancel: smearing of the levels $A$ and $B$ alone lowers $\mu$ by about 0.02 meV, and the entropy of choosing among several ionizable donors raises it by a similar amount. Ionization of remote donors, about $\tfrac12e^{-\mu/k_BT}=6\times10^{-14}$ per donor, is negligible beside $KP_0\approx10^{-4}$. When the two become comparable, the balance (3) no longer determines $\mu$.

**Finite orbitals.** The decay length $\hbar/\sqrt{2mE_d}$, with $E_d$ the donor depth, is 2.1 nm for the transverse mass and 1.0 nm for the longitudinal mass. To estimate tunnelling between two donors at distance $R$, take isotropic orbitals proportional to $e^{-r/a_t}$ with the larger radius $a_t$, and let $\rho=R/a_t$. In units of $e^2/(4\pi\varepsilon a_t)$, the attraction by one centre has the matrix element $(1+\rho)e^{-\rho}$ between the two orbitals. Their overlap is $S=(1+\rho+\rho^2/3)e^{-\rho}$. The attraction of an orbital by the other centre is $1/\rho$ at large $\rho$, and because the orbitals are not orthogonal, $S/\rho$ must be subtracted. The leading term of the difference is $\tfrac23\rho e^{-\rho}$, so within this two-orbital estimate the tunnelling energy is

$$\frac23\,\frac{e^2}{4\pi\varepsilon a_t}\,\frac{R}{a_t}\,e^{-R/a_t}.$$

At $R=25.5$ nm it is about 0.003 meV. At the mean pair distance the field of one charge is 4.8 kV/cm, which drops 1.0 meV across $a_t$, against a depth of 45 meV. Second-order perturbation theory for a hydrogen-like orbital, with $\langle z^2\rangle=a_t^2$ and excitation energies of at least $\tfrac34E_d$, bounds the polarization energy in this field by $1.01^2/(0.75\times45)=0.03$ meV. Both corrections are small at these typical distances, but $\mu$ is fixed by rare configurations, and close donor pairs matter. By analogy with H$_2$ and H$_2^+$, a pair 3 to 5 orbital radii apart has its ionization energy lowered by up to 0.03 effective hartree. This is 1.7 meV for $a_t=2.1$ nm, or 2.7 meV for a hydrogenic donor of depth 45 meV, comparable with $\mu$ itself. Such pairs are ionized much farther from an acceptor than $r_\mu$, which reduces $P_0$. A rough hydrogenic count raises $\mu$ by 4 to 6%. Valley interference in silicon, not included here, changes this number. The point-donor model is therefore only marginal at this density and improves at lower $N$.

**Relation to real material.** The density and compensation are plausible for lightly doped silicon, but 1 K is far below the usual operating temperature of silicon devices. At room temperature most of these donors are ionized and the result does not apply. In this example the interaction between charged complexes, simulated without dipoles, and the temperature each shift $\mu$ by 2 to 3%. Close donor pairs shift it by more, roughly 4 to 6% in the opposite direction. Dipoles and donors shared between acceptors are not included in these figures, and their effect may be of similar size. The model also assumes uncorrelated impurity positions. If donors and acceptors attracted each other while still mobile during growth, fewer acceptors would lack a near donor and (4) would have to be replaced. For such material, (12) can still be used with levels computed from the correlated positions. The numerical output below lists the values to more digits than the model warrants for a real sample.

## Table of computed values

```
REDUCED UNITS: energy E_N, length N^(-1/3)
pair coefficient a, closed form     7.144010e-04
pair coefficient a, quadrature      7.144010e-04
pair coefficient a, sampling        7.0872e-04 +- 3.3e-06
largest donor distance in pair      0.4987 r_mu
mean donor distance in pair         0.3372 r_mu
mean angle between the two donors   138.9 degrees
x, donors within r_mu               4.3183
P0 = exp(-x) = a x^2                0.01332
mu, pair counting                   0.9899 E_N
log sensitivity 3x+6                18.95
enumeration, fraction 0-complexes   0.01314
enumeration, fraction 1-complexes   0.97582
enumeration, fraction 2-complexes   0.01104
enumeration, count of 3 or more     0
largest complex at zero mu          2 donors
P2 from levels at same mu           0.01058
mu, full independent acceptors      0.9784 +- 0.0011 E_N
K=1e-02: shift of mu, simulation    -0.0279 E_N
K=1e-02: rms potential, simulation  0.1252 E_N
K=1e-02: rms potential, linear      0.0967 E_N
K=1e-02: 0-complexes, simulation    0.02940
K=1e-04: shift of mu, simulation    -0.0041 E_N
K=1e-04: rms potential, simulation  0.0312 E_N
K=1e-04: rms potential, linear      0.0306 E_N
K=1e-04: 0-complexes, simulation    0.01360
EXAMPLE (rough inputs)
relative permittivity               12.0
donor density N                     1.0e+16 cm^-3
compensation K                      0.01
donor depth                         45.0 meV
transverse, longitudinal mass       0.19, 0.92 m_e
temperature                         1.0 K
N^(-1/3)                            46.42 nm
e^2/(4 pi eps)                      120.00 meV nm
E_N                                 2.5853 meV
mu above isolated donor level       2.559 meV
mu divided by k_B                   29.7 K
mu, full independent acceptors      2.529 meV
Fermi level below conduction band   42.44 meV
r_mu                                46.89 nm
mean donor distance in 2-complex    15.81 nm
NEGLECTED EFFECTS
shift by interacting complexes      -0.072 meV
screening length, linear            259.2 nm
charged complexes in that sphere    0.194
rms potential, linear               0.250 meV
potential of a neighbour dipole     0.171 meV
thermal energy kT                   0.0862 meV
thermal shift of mu with spin       -0.061 meV
thermally ionized bulk donors       6.3e-14 per donor
orbital radii, transverse and long. 2.11, 0.96 nm
median nearest-donor distance       25.48 nm
tunnelling energy at that distance  2.6e-03 meV
field at donor in 2-complex         4.80 kV/cm
energy drop across orbital radius   1.013 meV
bound on polarization energy        0.0304 meV
```
